# Choosing the Two Averaging Windows for a Junction Potential

In a model metal-semiconductor junction, the electron potential energy swings by 3.48 eV between the planes of the metal and by 6.68 eV between those of the semiconductor. Two running averages, with windows of 2.00 Å and 2.80 Å, reduce both sides to flat plateaus. If the first window is set to 2.04 Å, a ripple of 14.7 meV, peak to peak, returns in the metal, and the semiconductor stays flat. If instead the second window is 2 percent too long, the ripple is 44.6 meV and appears in the semiconductor alone. The same relative error thus costs three times as much on one side as on the other, and neither ripple is 2 percent of the original swing.

## What the setting does

Let \(V(z)\) be the electron potential energy averaged over planes parallel to the interface. Far enough inside the metal A it has period \(a\), and far enough inside the semiconductor B it has period \(b\). These are the repeat distances of the planar average along the normal, which can be shorter than the edge of the crystal cell. No macroscopic field is present until the section on band bending.

A window of length \(L\) replaces a function by its centred mean,
\[
(w_L*V)(z)=\frac1L\int_{-L/2}^{L/2}V(z-s)\,ds .
\]
The double macroscopic average uses two windows, \(\alpha\) and \(\beta\):
\[
M=w_\alpha*w_\beta*V .
\]
Convolutions commute, so the order of the windows is immaterial. The intended setting is \(\alpha=a\), \(\beta=b\).

The action on a wave follows by direct integration:
\[
\frac1L\int_{-L/2}^{L/2}e^{iq(z-s)}ds
=e^{iqz}\,\frac{\sin(qL/2)}{qL/2}.
\]
With \(\operatorname{sinc}x=\sin(\pi x)/(\pi x)\), the factor is \(\operatorname{sinc}(qL/2\pi)\). In A,
\[
V(z)=\bar V_A+\sum_{n\ne0}V_n e^{iq_nz},\qquad q_n=\frac{2\pi n}{a},
\]
so that harmonic \(n\) is multiplied by
\[
T_n^A=\operatorname{sinc}\!\left(\frac{n\alpha}{a}\right)
\operatorname{sinc}\!\left(\frac{n\beta}{a}\right).
\]
For \(\alpha=a\) the first factor is \(\sin(\pi n)/(\pi n)=0\), and every harmonic of A disappears whatever \(\beta\) is. The mean has \(q=0\), where both factors are 1, and survives. In B, \(a\) is replaced by \(b\) in the denominators, and \(\beta=b\) does the work.

A window equal to one of the periods does not in general flatten the other side. In the example the window \(a\) alone leaves 2.27 eV peak to peak in B, and the window \(b\) alone leaves 0.748 eV in A. These two numbers will set the sensitivity to errors.

## How thick the layers must be

The two windows together draw on data up to
\[
r=\frac{\alpha+\beta}{2}
\]
on either side of \(z\). If the potential is periodic only beyond a distance \(d\) from the interface, the plateau is reached at \(d+r\) at the latest. For a layer with an interface on each side, a thickness of
\[
2(d+r)+\text{one period}
\]
therefore guarantees one full period of plateau. The two windows together give little weight to the most distant data, so a thinner layer can suffice within a small tolerance. Here \(r=(2.00+2.80)/2=2.40\) Å, so \(2d+6.8\) Å is enough for A and \(2d+7.6\) Å for B. In a layer that is too thin the average still produces a smooth curve, but its middle need not equal the bulk mean.

In the transition region between the plateaus, the shape of \(M\) depends on the windows as well as on the charge. The difference between the plateaus does not have this defect.

## What the plateau difference measures

Let \(e\,n(z)\) be the planar-averaged charge density, with \(e>0\). In Gaussian units the electrostatic potential obeys \(\phi''=-4\pi e n\). Since \(V=-e\phi\),
\[
V''=4\pi e^2n .
\]
Averaging commutes with differentiation, hence \(M''=4\pi e^2n_M\), where \(n_M=w_\alpha*w_\beta*n\). Take points \(z_A\) and \(z_B\) on the two flat plateaus, where \(M'=0\). Integration by parts gives
\[
\int_{z_A}^{z_B}zM''dz=\big[zM'\big]_{z_A}^{z_B}-\int_{z_A}^{z_B}M'dz
=-\big[M(z_B)-M(z_A)\big],
\]
and therefore
\[
\Delta\equiv M(z_B)-M(z_A)=-4\pi e^2\int_{z_A}^{z_B}z\,n_M(z)\,dz .
\]
The origin of \(z\) does not matter, because \(\int n_M\,dz=[M']/(4\pi e^2)=0\). The sign is as expected: positive charge displaced towards B lowers the energy of an electron there.

This dipole contains more than charge transferred across the interface. In the model, each crystal plane is a Gaussian sheet of ions of width \(s_i\) with a neutralising electron sheet of width \(s_e\), both of number density \(\sigma\) per area. Outside such a plane its potential energy \(V_p\) vanishes. Summing all planes and averaging over one period is the same as integrating one plane over all \(z\) and dividing by the period. Since \((z^2/2)''=1\), two integrations by parts give
\[
\bar V=\frac1a\int V_p\,dz=\frac1a\int\frac{z^2}{2}V_p''\,dz
=\frac{2\pi e^2\sigma}{a}\left(s_i^2-s_e^2\right).
\]
The boundary terms vanish with \(V_p\) and \(V_p'\). A symmetric plane without a dipole thus shifts the mean through its second moment, and two different crystals in general have a step even before charge is transferred.

With \(e^2=14.400\) eV Å, the metal has \(\sigma=0.20\) Å\(^{-2}\), \(s_i=0.30\) Å and \(s_e=0.60\) Å:
\[
\bar V_A=\frac{2\pi(14.400)(0.20)}{2.00}(0.09-0.36)=-2.443\ \text{eV}.
\]
For the semiconductor, \(\sigma=0.25\) Å\(^{-2}\), \(s_i=0.30\) Å and \(s_e=0.70\) Å give \(-3.231\) eV. An added interface layer with dipole moment per area \(p\), where \(p/e=0.0050\) Å\(^{-1}\), contributes
\[
-4\pi e^2\frac{p}{e}=-4\pi(14.400)(0.0050)=-0.905\ \text{eV}.
\]
The step is
\[
\Delta=(-3.231+2.443)-0.905=-1.693\ \text{eV}.
\]
The moment of \(n_M\), computed separately, is 0.009357 Å\(^{-1}\) and gives the same step. It is nearly twice the 0.0050 Å\(^{-1}\) of the added layer; the rest comes from the second moments of the planes. The division into two parts rests on the way this model assigns charge to planes. The Poisson equation contains the total density alone, so the total step does not depend on that assignment.

## The ripple from a wrong window

Let \(\alpha=a+\varepsilon\) and \(\delta=\varepsilon/a\), with \(\alpha>0\). The window \(\beta\) may have any length. In A define
\[
F(z)=(w_\beta*V)(z)-\bar V_A .
\]
This function has period \(a\) and zero mean. The ripple is
\[
R_A(z)=M(z)-\bar V_A=\frac1\alpha\int_{z-\alpha/2}^{z+\alpha/2}F(u)\,du .
\]
Split the integral at \(z-\alpha/2+a\). The first part covers one full period and vanishes. The second runs from
\[
z-\frac{a+\varepsilon}{2}+a=z+\frac a2-\frac\varepsilon2
\quad\text{to}\quad
z+\frac{a+\varepsilon}{2}=z+\frac a2+\frac\varepsilon2 .
\]
Hence
\[
R_A(z)=\frac{\varepsilon}{\alpha}\,
\big\langle F\big\rangle_{|\varepsilon|}\!\left(z+\frac a2\right),
\]
where \(\langle F\rangle_{|\varepsilon|}\) is the centred mean over a length \(|\varepsilon|\). For negative \(\varepsilon\) the second integral runs backwards, which supplies the minus sign already present in \(\varepsilon/\alpha\). The formula is exact wherever all the data used are periodic, and the tests confirm it for errors of 1, 2 and 5 percent of either sign.

For small \(\delta\) it becomes
\[
R_A(z)\simeq\delta\,F\!\left(z+\frac a2\right).
\]
The ripple is the relative window error times what the other window alone would leave, displaced by half a period. This explains the opening numbers. For A the estimate is \(0.02\times748=15.0\) meV, and for B it is \(0.02\times2274=45.5\) meV, against computed values of 14.7 and 44.6 meV.

The factor of three can be traced further. If the first harmonic dominates, the swing of \(F\) is \(4|V_1||\operatorname{sinc}(b/a)|\) in A, since the terms \(n=\pm1\) form a cosine of amplitude \(2|V_1|\). In B the factor is \(|\operatorname{sinc}(a/b)|\):
\[
4(0.866)(0.216)=0.748\ \text{eV},\qquad
4(1.624)(0.348)=2.26\ \text{eV}.
\]
The semiconductor has a first harmonic 1.88 times as large, and the metal's window damps it 1.61 times less effectively.

The computed peak-to-peak ripples, in meV, are:

| Window error | A, if \(\alpha\) is wrong | B, if \(\beta\) is wrong |
|---:|---:|---:|
| −5 % | 39.2 | 119.2 |
| −1 % | 7.56 | 22.97 |
| +1 % | 7.41 | 22.52 |
| +5 % | 35.5 | 107.8 |

A window that is too short does slightly more harm than one too long by the same amount, because the prefactor is \(\varepsilon/\alpha=\delta/(1+\delta)\). For A at −5 percent it turns the linear estimate of 37.4 meV into \(37.4/0.95=39.4\) meV. The mean over \(|\varepsilon|\) multiplies the first harmonic by \(\operatorname{sinc}(0.05)=0.996\) and brings this to the computed 39.2 meV.

A mean cannot exceed the largest value averaged, so there is also a bound:
\[
|R_A|\le\left|\frac{\varepsilon}{\alpha}\right|\max|F| .
\]

## Two wrong windows and special period ratios

When both windows are wrong, the product \(T_n^A\) still holds. An error in \(\beta\) cannot create a ripple in A; it can change the size of one that \(\alpha\) has already created. With \(\alpha=2.040\) Å and \(\beta=2.716\) Å, errors of +2 and −3 percent, the ripple in A is 14.3 meV instead of the 14.7 meV found with \(\beta\) correct. The cause is the factor \(|\operatorname{sinc}(\beta/a)|\), which falls from 0.216 to 0.211.

If the periods are nearly equal, \(b=a(1+\eta)\), then
\[
\operatorname{sinc}(1+\eta)=\frac{\sin(\pi+\pi\eta)}{\pi(1+\eta)}
=-\frac{\sin\pi\eta}{\pi(1+\eta)}\simeq-\eta .
\]
With \(\beta=b\), the first harmonic in A is then multiplied by a factor of magnitude about \(|\delta\eta|\), because each window is nearly right for both crystals. The requirement on \(\alpha\) is correspondingly mild.

If \(\beta\) is a whole multiple of \(a\), then \(\operatorname{sinc}(n\beta/a)=0\) for every harmonic, and A is flat even if \(\alpha\) is wrong. The test with \(\alpha=1.02a\) and \(\beta=2a\) confirms this. Since \(\beta\) must still suit B, this helps when \(b\) itself is such a multiple, or when \(\beta\) can be a common multiple of both periods, at the price of a longer reach.

## Setting a tolerance and correcting a window

Let \(S\) be the peak-to-peak swing left on one side by the other window alone. For a permitted ripple \(\tau\), the linear law requires
\[
|\delta|\lesssim\frac{\tau}{S}.
\]
For \(\tau=5\) meV, the metal allows \(5/748=0.67\) percent, or 0.013 Å. The semiconductor allows \(5/2274=0.22\) percent, or 0.006 Å. The periods should therefore be taken from the relaxed layers of the junction cell itself. A strained layer whose spacing differs by 1 percent from that of the free crystal already exceeds both limits if the free-crystal value is used.

The ripple also tells how to repair the window. Let \(\rho\) be the ratio of the ripple's swing to \(S\), positive if the ripple matches \(F\) displaced by half a period and negative if it has the opposite sign. When the mean over \(|\varepsilon|\) changes \(F\) little, \(\rho\simeq\varepsilon/\alpha\), and
\[
a=\alpha-\varepsilon\simeq\alpha(1-\rho).
\]
For \(\alpha=2.04\) Å the output gives \(\rho=14.659/748.08=0.0196\), so \(a\simeq2.04\times0.9804=2.000\) Å. This works for any \(\beta\) that leaves a measurable \(F\), provided that the same \(\beta\) is used for both swings.

A ripple that no choice of \(\alpha\) removes points to another fault. If the plane spacing varies through the layer, or the windows reach into the interface region, the averaged data are not periodic and the formulas above do not apply.

## Reading the step from an imperfect plateau

The ripple has zero mean over a true period, so a wrong window does not bias the plateau; a reading at one point can still be wrong by up to \(\max|R|\). With \(\beta\) 2 percent too long this is 25 meV, or 1.5 percent of the step of 1.693 eV. It is more than half of the 44.6 meV swing because the ripple is not a pure cosine, and its extremes lie at unequal distances from the mean.

Averaging the plateau over one period removes the error if the period is known. If it is known no better than the window was, the operation amounts to applying the same wrong window again. The first harmonic is then multiplied by \((\delta/(1+\delta))^2\) instead of \(|\delta|/(1+\delta)\), up to the small correction from \(|\varepsilon|\).

Applying both windows twice squares the whole of \(T_n^A\). For a 1 percent error in \(\alpha\), the estimate is
\[
4(0.866\ \text{eV})\left(\frac{0.01}{1.01}\right)^2(0.216)^2
=1.6\times10^{-5}\ \text{eV},
\]
in agreement with the computed 0.016 meV. At 2 percent the ripple is 0.062 meV, close to four times as large. The price is a reach of \(\alpha+\beta=4.8\) Å instead of 2.4 Å, which adds 4.8 Å to the layer thickness that guarantees a plateau.

The accuracy needed depends on the use of the step. Let \(D_c\) be the conduction-band edge of bulk B relative to its mean potential, and \(D_F\) the Fermi energy of bulk A relative to its own. Without band bending, the barrier for electrons is
\[
\Phi_n=(\bar V_B+D_c)-(\bar V_A+D_F)=\Delta+D_c-D_F .
\]
An error in \(\Delta\) enters in full. If the Fermi energy \(E_F\) of the junction cell is used directly, \(\Phi_n=\bar V_B+D_c-E_F\), and the plateau in A is not needed. The window \(b\) alone then suffices. The electronic-structure errors in \(D_c\), \(D_F\) and \(E_F\) are separate and are not reduced by averaging. The present model contains no bands and predicts no barrier.

## Grid spacing acts as a window error

Some implementations average over a whole number \(m\) of grid points with spacing \(h\). Summing the geometric series gives
\[
\frac1m\sum_{k=0}^{m-1}e^{iqkh}
=\frac1m\frac{e^{iqmh}-1}{e^{iqh}-1}
=e^{iq(m-1)h/2}\,\frac{\sin(qmh/2)}{m\sin(qh/2)} .
\]
The phase records that the points run forward from \(z\); it moves the centre of the window by \((m-1)h/2\). The magnitude vanishes for the resolved harmonics of A if \(mh=a\). Otherwise, rounding \(a/h\) to the nearest integer produces a relative error of at most \(h/(2a)\).

With \(h=0.1025\) Å, the windows become 20 and 27 points, with errors of +2.50 and −1.16 percent. The ripples are 18.3 meV in A and 25.0 meV in B. For A, the linear law with its prefactor gives \(0.0250\times748/1.025=18.2\) meV; the shorter second window and the summation over points each change this by less than 1 percent, in opposite directions. For B the same law gives 26.7 meV, but the first window is now 2.05 Å, which lowers \(|\operatorname{sinc}(\alpha/b)|\) from 0.348 to 0.324 and the estimate to 24.9 meV. A grid that resolves the potential well can thus still be too coarse for a running mean over whole points: what counts is how closely \(mh\) matches the period.

One remedy is a grid spacing that divides both periods. Another is to multiply the discrete Fourier coefficients of \(V\) by \(\operatorname{sinc}(q\alpha/2\pi)\operatorname{sinc}(q\beta/2\pi)\), with the true lengths. On the same coarse grid this filter leaves less than \(10^{-5}\) meV. It requires a potential that is periodic over the whole cell and resolved by the grid.

## Fields and band bending

A uniform field adds a term linear in \(z\). Symmetric windows leave it unchanged, because the mean of \(z-s\) over a centred window is \(z\). The plateau then slopes, and the step depends on where it is read. Both sides should be extrapolated to one stated interface plane; moving that plane by \(x\) changes the step by \(x\) times the difference of the two slopes.

In a depletion layer with donor density \(N\) and dielectric constant \(\epsilon_s\), the smooth part of \(V\) is locally \(\kappa z^2/2\) plus linear terms, with \(\kappa=4\pi e^2N/\epsilon_s\). One window gives
\[
\frac1L\int_{-L/2}^{L/2}(z-s)^2ds=z^2+\frac{L^2}{12},
\]
since the cross term is odd in \(s\). Two windows add their shifts, so matched averaging raises the potential by
\[
\frac{\kappa}{2}\,\frac{a^2+b^2}{12}=\frac{\kappa(a^2+b^2)}{24}.
\]
For \(N=10^{18}\) cm\(^{-3}=10^{-6}\) Å\(^{-3}\) and \(\epsilon_s=12\), \(\kappa=1.51\times10^{-5}\) eV Å\(^{-2}\). The shift is
\[
\frac{(1.51\times10^{-5})(4.00+7.84)}{24}=7.4\times10^{-6}\ \text{eV}.
\]
This 0.0074 meV is negligible beside the ripple of a 1 percent window error. The estimate superposes the parabola on an unchanged lattice potential and still holds with the local \(\kappa\) if the curvature varies linearly, because the odd moments of centred windows vanish. It fails where the curvature jumps within the reach of the windows: at an abrupt depletion edge only one side is curved, and the shift is half as large. The numerical output below lists the ripples for errors of 1, 2 and 5 percent, of either sign, in each window.

## Computed values

```
e^2 = 14.39965 eV angstrom
periods a = 2.00, b = 2.80; cell length = 65.60 angstrom
planes: A 16, B 12; grid points 2624, spacing 0.0250 angstrom
A: sheet density 0.20 1/angstrom^2, widths ion 0.30, electron 0.60 angstrom
B: sheet density 0.25 1/angstrom^2, widths ion 0.30, electron 0.70 angstrom
dipole layer: p/e = 0.0050 1/angstrom, width 0.50 angstrom
bulk mean without dipole layer: A -2.44284, B -3.23127 eV
plateaus after double averaging: A -2.44284, B -4.13603 eV
potential step B-A = -1.69319 eV
  part of dipole layer = -0.90476 eV, part of quadrupoles = -0.78843 eV
moment of averaged charge = 0.009357 1/angstrom, step from it = -1.69319 eV
kernel reach (a+b)/2 = 2.40 angstrom
first harmonic V_1: A -0.86566, B -1.62358 eV
raw peak-to-peak: A 3.4776, B 6.6816 eV
peak-to-peak in B after window a only = 2.27450 eV
peak-to-peak in A after window b only = 0.74808 eV
other-window factor |sinc|: A 0.21624, B 0.34841
window of A wrong: error %, ripple p-p in A (meV), linear law (meV), max error (meV)
  -5  39.212  37.404  20.140
  -2  15.257  14.962  7.838
  -1  7.555  7.481  3.882
  +1  7.406  7.481  3.805
  +2  14.659  14.962  7.531
  +5  35.478  37.404  18.222
window of B wrong: error %, ripple p-p in B (meV), linear law (meV), max error (meV)
  -5  119.199  113.725  66.733
  -2  46.387  45.490  25.997
  -1  22.971  22.745  12.876
  +1  22.516  22.745  12.621
  +2  44.567  45.490  24.978
  +5  107.847  113.725  60.377
windows 2.040 and 2.716 angstrom: ripple p-p A 14.342, B 66.437 meV
each window twice, a wrong by 1 %: ripple p-p A 0.01587 meV
each window twice, a wrong by 2 %: ripple p-p A 0.06218 meV
coarse grid: spacing 0.1025 angstrom, points 20 and 27, errors +2.50 and -1.16 %
  ripple p-p in A from rounding = 18.259 meV
  ripple p-p in B from rounding = 25.012 meV
  Fourier filter on the same grid: ripple below 1e-5 meV: True
depletion: N = 1.0e+18 1/cm^3, eps_s = 12.0, kappa = 1.5079e-05 eV/angstrom^2
depletion shift of double average = 0.00744 meV
```
